The Vineyard prefactor for adatom hops from harmonic transition-state theory

## 1. The prefactor from the equilibrium flux

An adatom that sits on a movable patch of surface hops, in the example used here, with a prefactor of 2.112 THz. If the patch is held still, the prefactor is 1.890 THz. The barrier is 0.5 eV in both cases, and the force constants felt by the adatom are also the same. The mobile patch nevertheless makes the hop 12 % faster than the frozen one. The explanation lies in how the vibrations at the minimum and at the saddle enter the rate.

### The model

The adatom has in-plane coordinates x, y and mass m. The patch below it has in-plane displacements s_x, s_y and mass M, and is tied to the fixed crystal by springs K. The potential energy is

V = (U/2)(2 − cos X − cos Y) + W(1 − cos X)(1 − cos Y) + (K/2)(s_x² + s_y²),

X = G(x − s_x), Y = G(y − s_y), G = 2π/a.

The parameters are round model values and describe no particular material: a = 2.5 Å, U = 0.5 eV, W = 0.1 eV, K = 4 eV/Å², m = 60 u and M = 120 u. The substrate feels the adatom through the differences x − s_x and y − s_y, so a force on the adatom has an equal and opposite partner on the patch.

The minimum has all four coordinates zero, and there V = 0. The saddle for a hop in the +x direction has x = a/2 and the other three coordinates zero. There X = π and Y = 0, so the first term gives (U/2)(2 + 1 − 1) = U, the W term vanishes because 1 − cos Y = 0, and the springs are relaxed. The barrier is therefore

ΔE = U = 0.5 eV.

The force constants follow from two derivatives with respect to the relative positions r_x = x − s_x and r_y = y − s_y:

∂²V/∂r_x² = G² cos X [U/2 + W(1 − cos Y)],

∂²V/∂r_y² = G² cos Y [U/2 + W(1 − cos X)],

∂²V/∂r_x∂r_y = G² W sin X sin Y.

The mixed derivative vanishes at both points, because sin X = sin Y = 0 there. Along the hop the curvature is +k_x at the minimum and −k_x at the saddle, with

k_x = G²U/2 = 1.579 eV/Å².

Across the hop the stiffness is positive at both points, but the W term raises it at the saddle, where 1 − cos X = 2:

k_y = G²U/2 = 1.579 eV/Å² at the minimum,

k_y′ = G²(U/2 + 2W) = 2.842 eV/Å² at the saddle.

### Mass-weighted coordinates

Consider now any system with N coordinates q_i and masses m_i. Define

Q_i = √m_i q_i.

Since m_i(dq_i/dt)² = (dQ_i/dt)², the kinetic energy is ½ Σ_i (dQ_i/dt)². In these coordinates every direction has unit mass, so lengths and angles have a direct dynamical meaning. The momentum conjugate to Q_i is P_i = dQ_i/dt.

Let H_ij = ∂²V/∂q_i∂q_j be the Hessian at a stationary point. Because ∂/∂Q_i = m_i^(−1/2) ∂/∂q_i, the matrix of second derivatives with respect to Q is

D_ij = H_ij/√(m_i m_j).

This is the dynamical matrix. It is real and symmetric, so an orthogonal rotation of Q diagonalizes it. Near a minimum all its eigenvalues are positive and are written ω_i², with ω_i = 2πν_i. At a saddle of index one there are N − 1 positive eigenvalues and one negative eigenvalue, written −ω_u² with ω_u > 0. The symbol ν_u = ω_u/2π denotes the absolute value of the imaginary frequency.

It is assumed that no eigenvalue is zero. A fixed substrate ensures this as far as rigid translation is concerned. A freely translating system has zero modes, for which the Gaussian integrals below diverge; they must be treated separately before the formula is used.

### The rate as a one-way flux

Place a plane S through the saddle point, with unit normal n in the space of the Q_i, pointing from the initial basin R to the final one. For n take the eigenvector of the unstable mode. This choice is part of the result, and its consequences are worked out in the second half.

Three assumptions define the estimate. The motion is classical. The systems in R are distributed according to the Boltzmann weight exp(−βE), with β = 1/k_BT. Each crossing of S from R to the product side counts as one completed hop.

Let v_n be the velocity component along n. During a short time dt, the systems that cross S with velocity v_n > 0 are those lying within a layer of thickness v_n dt in front of it. Their number, divided by dt and by the population of R, is

k = [∫_S dS ∫ dP v_n θ(v_n) e^(−βE)] / [∫_R dQ ∫ dP e^(−βE)],

where θ is one for a positive argument and zero for a negative one. The energy is E = ½|P|² + V(Q), so the integrals over momenta and positions separate:

k = ⟨v_n θ(v_n)⟩ · [∫_S dS e^(−βV)] / [∫_R dQ e^(−βV)].

The average is over the Maxwell distribution for unit mass. The momentum components perpendicular to n cancel between numerator and denominator, which leaves

⟨v_n θ(v_n)⟩ = [∫_0^∞ v e^(−βv²/2) dv] / [∫_(−∞)^∞ e^(−βv²/2) dv].

The upper integral is 1/β = k_BT, because v e^(−βv²/2) is the derivative of −e^(−βv²/2)/β. The lower one is the Gaussian integral √(2πk_BT). Hence

⟨v_n θ(v_n)⟩ = √(k_BT/2π).

No mass appears, since the velocity belongs to a mass-weighted coordinate.

### The two configuration integrals

When k_BT is small compared with ΔE, the Boltzmann weight in R is concentrated near the minimum. Let η_i be the normal coordinates there. To second order,

V = V_min + ½ Σ_(i=1)^N ω_i² η_i².

The rotation from Q to η has unit Jacobian. The limits of integration may be moved to infinity, since the weight at the edge of the basin is small. Each coordinate then gives

∫_(−∞)^∞ exp(−ω_i²η_i²/2k_BT) dη_i = √(2πk_BT)/ω_i,

and the basin integral becomes

∫_R dQ e^(−βV) = e^(−βV_min) (2πk_BT)^(N/2) / ∏_(i=1)^N ω_i^min.

At the saddle, let ξ_u be the coordinate of the unstable mode and ξ_j those of the N − 1 stable modes. To second order,

V = V_sad − ½ω_u²ξ_u² + ½ Σ_(j=1)^(N−1) (ω_j^sad)² ξ_j².

The plane S is ξ_u = 0, so the negative term is absent on it and the remaining variables are the ξ_j. The same Gaussian integral gives

∫_S dS e^(−βV) = e^(−βV_sad) (2πk_BT)^((N−1)/2) / ∏_(j=1)^(N−1) ω_j^sad.

The imaginary frequency is missing from the product for this geometrical reason: the plane has one dimension fewer than the basin, and the missing dimension is the unstable one.

### The Vineyard formula

Insert the three factors, with ΔE = V_sad − V_min:

k = √(k_BT/2π) · (2πk_BT)^(−1/2) · [∏ω_i^min / ∏ω_j^sad] e^(−ΔE/k_BT).

The two square roots multiply to

√(k_BT/2π) · 1/√(2πk_BT) = 1/(2π),

so the temperature drops out of the prefactor. The numerator holds N factors ω = 2πν and the denominator holds N − 1. Their ratio leaves one factor 2π, which cancels the 1/(2π). The result is

k = ν* e^(−ΔE/k_BT),

ν* = ∏_(i=1)^N ν_i^min / ∏_(j=1)^(N−1) ν_j^sad.

The prefactor has the dimension of a frequency, as it must. It holds for one saddle; if several saddles lead out of the basin, their rates are added. For N = 1 the denominator is an empty product, equal to one, and ν* is the vibration frequency at the minimum. The curvature of the barrier top then has no influence.

For N > 1 the formula compares widths. A stiff transverse mode at the saddle makes the passage narrow and lowers the rate. A stiff mode at the minimum confines the initial state to a smaller volume and raises the rate. In this sense the prefactor contains the vibrational entropy of the hop.

### The determinant form

The product of the eigenvalues of a matrix is its determinant. Therefore

det D_min = ∏(ω_i^min)²,

|det D_sad| = ω_u² ∏(ω_j^sad)².

The second line contains ω_u², which is absent from the product formula and must be put back. Taking square roots gives

ν* = (1/2π) √(det D_min) · ω_u/√|det D_sad|

= ν_u √(det D_min/|det D_sad|).

Furthermore det D = det H/∏m_i at either point, because each row and each column of H is divided by √m_i. The masses cancel in the ratio:

ν* = ν_u √(det H_min/|det H_sad|).

All dependence on the masses is thus contained in ν_u. If all masses are multiplied by one factor c, D is divided by c and ν* by √c. If a single mass is changed, the effect depends on its share in the unstable mode.

### The example in numbers

The four frequencies at the minimum are 1.9298, 1.9298, 3.7511 and 3.7511 THz. They come in pairs because the x and y motions have the same force constants there. The real frequencies at the saddle are 2.1179, 2.5548 and 4.5857 THz. The products are 52.402 THz⁴ and 24.812 THz³, so

ν* = 52.402/24.812 THz = 2.112 THz.

The determinant form shows where this value comes from. In the pair (x, s_x), with curvature c for the relative displacement, the Hessian is

( c, −c )
( −c, c + K ).

Its determinant is c(c + K) − c² = cK. The pair (y, s_y) has the same form. With c = k_x and k_y at the minimum, and c = −k_x and k_y′ at the saddle,

det H_min/|det H_sad| = (k_xK · k_yK)/(k_xK · k_y′K) = k_y/k_y′.

The square root is √(1.579/2.842) = 0.7454. With ν_u = 2.8335 THz this gives ν* = 0.7454 × 2.8335 THz = 2.112 THz again. The transverse stiffening therefore lowers ν* by about 25 % relative to ν_u.

The unstable frequency follows from the saddle block of D for (x, s_x), where c = −k_x:

( −k_x/m, k_x/√(mM) )
( k_x/√(mM), (K − k_x)/M ).

Its trace is t = −k_x/m + (K − k_x)/M and its determinant is −k_xK/(mM). The negative eigenvalue is

λ_u = −ω_u² = ½[t − √(t² + 4k_xK/(mM))].

In units of eV/(Å² u), the inputs are −k_x/m = −0.02632 and (K − k_x)/M = 0.02017, so t = −0.00615. The square root is 0.05956, and λ_u = −0.03285.

If the patch is frozen, the eigenvalue is simply −k_x/m = −0.02632. The determinant ratio is then (k_xk_y)/(k_xk_y′), which is again k_y/k_y′. The two prefactors therefore differ by the factor

√(0.03285/0.02632) = 1.117,

which is the 12 % noted at the beginning. The sign of the effect is general within this model. The lowest eigenvalue of a symmetric matrix cannot exceed any of its diagonal elements, so λ_u ≤ −k_x/m, and the inequality is strict when the off-diagonal element is not zero. The patch recoils against the adatom, the unstable motion becomes faster, and ν* rises. As M → ∞ the off-diagonal element vanishes and the frozen value returns.

## 2. The dividing plane, the limits of the formula and its use

The first half used mass-weighted coordinates Q_i = √m_i q_i and the dynamical matrix D. The eigenvalues of D are (ω_i^min)² at the minimum; at the saddle they are (ω_j^sad)² and −ω_u². For a plane through the saddle, normal to the unstable mode, the hop rate is

k = ν* e^(−ΔE/k_BT), ν* = ∏ν_i^min/∏ν_j^sad = (ω_u/2π)√(det D_min/|det D_sad|).

In the example ΔE = 0.5 eV and ν* = 2.112 THz. The force constants are k_x = 1.579 and K = 4 eV/Å², the masses are m = 60 u and M = 120 u, and λ_u = −ω_u² = −0.03285 eV/(Å² u).

### A tilted plane gives a larger estimate

Let the plane through the saddle have an arbitrary unit normal n. Collect N − 1 orthonormal vectors lying in the plane as the columns of a matrix B. On the plane the quadratic form is governed by BᵀD_sadB, and if this matrix is positive definite,

∫_S dS e^(−βV) = e^(−βV_sad) (2πk_BT)^((N−1)/2)/√det(BᵀD_sadB).

To evaluate the determinant, form the orthogonal matrix O = (n, B). The matrix OᵀDO has the same determinant as D, and its inverse is OᵀD⁻¹O. The first diagonal element of an inverse is the corresponding cofactor divided by the determinant. Here that element is nᵀD⁻¹n and the cofactor is det(BᵀDB), so

det(BᵀD_sadB) = det D_sad · (nᵀD_sad⁻¹n).

The velocity factor √(k_BT/2π) is the same for every unit normal. Dividing the rate k(n) for the tilted plane by k therefore gives

k(n)/k = 1/(ω_u√g), g = |nᵀD_sad⁻¹n|.

Let n_u and n_j be the components of n along the eigenvectors of D_sad. Then

nᵀD_sad⁻¹n = −n_u²/ω_u² + Σ_j n_j²/(ω_j^sad)².

Since det D_sad is negative, this number must be negative too if the plane integral is to converge. Its absolute value is

g = n_u²/ω_u² − Σ_j n_j²/(ω_j^sad)² ≤ 1/ω_u².

It follows that k(n) ≥ k. Equality requires n_u² = 1, which is the plane of the first half. Among planes through a harmonic saddle, the Vineyard rate is thus the smallest flux estimate.

In the example consider the planes x + γs_x = a/2. On such a plane the relative displacement from the saddle is −(1 + γ)s_x, so the stiffness for s_x is K − k_x(1 + γ)². The velocity of x + γs_x has variance k_BT(1/m + γ²/M). Repeating the Gaussian integrals with these two quantities gives

k(γ)/k = (1/ω_u) √{k_xK(1/m + γ²/M)/[K − k_x(1 + γ)²]}.

For γ = 0, the plane is defined by the adatom position alone. The root is √(0.02632 × 4/2.421) = 0.2085 and ω_u = √0.03285 = 0.1812, in the square root of the unit of λ_u. The ratio is 1.151, so this plane overestimates the rate by 15 %. For γ = −1, the plane is defined by the position relative to the patch. The root is √[1.579(1/60 + 1/120)] = 0.1987, and the overestimate is 10 %.

The best γ follows from the eigenvector (u_x, u_s) of the unstable mode. The first row of the eigenvalue equation reads

(−k_x/m − λ_u)u_x + [k_x/√(mM)]u_s = 0.

In mass-weighted coordinates the normal to the plane is proportional to (1/√m, γ/√M), so γ = √(M/m) u_s/u_x. Therefore

γ = M(λ_u + k_x/m)/k_x = 120 × (−0.03285 + 0.02632)/1.579 ≈ −0.50.

For γ = 0 the harmonic integral converges if K > k_x. With softer patch springs this plane gives no harmonic estimate at all, whereas the plane normal to the unstable mode still does. Direct integration in the full potential at 25 K was compared with the tilt formula for five values of γ, and they agreed within the 0.5 % tolerance.

### The excess is recrossing

The difference between the planes is dynamical. In the harmonic region the unstable coordinate obeys d²ξ_u/dt² = ω_u²ξ_u, with the solution

ξ_u(t) = ξ_u(0) cosh ω_ut + [v_u(0)/ω_u] sinh ω_ut.

On the best plane ξ_u(0) = 0, so ξ_u keeps the sign of v_u(0) and the trajectory does not return while the harmonic form holds. On a tilted plane ξ_u(0) is generally not zero. At long times both hyperbolic functions grow as e^(ω_ut)/2, and the final side is the sign of

A = ξ_u(0) + v_u(0)/ω_u.

This sign can differ from the sign of v_n, and such a trajectory crosses the plane without completing a hop in that direction.

To count completed hops, weight each crossing by v_n and keep those trajectories that end on the product side. A trajectory that started in R then contributes one net forward crossing. One that started on the product side and returned there contributes zero. Since ⟨v_n⟩ = 0, the net flux is ½⟨v_n sgn A⟩, while the one-way flux is ½⟨|v_n|⟩. The net fraction of the one-way flux that reacts, with crossings that are later undone subtracted, is

κ = ⟨v_n sgn A⟩/⟨|v_n|⟩.

Both v_n and A are Gaussian variables with zero mean. Write v_n as [cov(v_n, A)/σ_A²]A plus a part independent of A, and use ⟨|A|⟩ = σ_A√(2/π). With ⟨|v_n|⟩ = √(k_BT)√(2/π),

κ = cov(v_n, A)/(σ_A√(k_BT)).

Positions and velocities are independent, so cov(v_n, A) = k_BT n_u/ω_u, with n chosen so that n_u > 0. The covariance of positions on the plane is k_BT C, where

C = D⁻¹ − D⁻¹n nᵀD⁻¹/(nᵀD⁻¹n), D = D_sad.

This is the required matrix because Cn = 0, so there is no spread out of the plane, and BᵀDC = Bᵀ, so C inverts D within it. Its element along the unstable mode is −1/ω_u² + n_u²/(ω_u⁴g), where nᵀD⁻¹n = −g was used. Adding the velocity part k_BT/ω_u² gives

σ_A² = k_BT n_u²/(ω_u⁴g).

Hence κ = ω_u√g, which is the inverse of k(n)/k. The larger flux through a tilted plane, multiplied by this net fraction, returns the Vineyard rate.

For γ = 0 the predicted fraction is 1/1.151 = 0.869, and trajectories in the full potential at 11.6 K, run with y = s_y = 0, gave 0.871. For γ = −1 the values are 0.912 and 0.913. For the best plane the trajectories gave 1.000. The tests allowed a relative difference of 0.01 from the predicted fraction for the tilted planes, to cover sampling and anharmonicity.

### Anharmonic correction

In the expansion of V about a stationary point, displacements scale as √(k_BT). Quartic terms divided by k_BT then contribute at order T. Cubic terms are odd and average to zero at first order; their square also contributes at order T. The leading relative correction to the prefactor is therefore linear in T.

In the example there are no cubic terms, at the minimum or on the plane, because all cosines are even about these points. A quartic term V₄ changes a configuration integral by the relative amount −⟨V₄⟩/k_BT. At the minimum

V₄ = −(U/48)(X⁴ + Y⁴) + (W/4)X²Y², ⟨X²⟩ = ⟨Y²⟩ = 2k_BT/U.

With ⟨X⁴⟩ = 3⟨X²⟩², the basin integral changes by

k_BT[1/(2U) − W/U²] = 0.60 k_BT/eV.

On the plane put X = π + φ and b = U/2 + 2W = 0.45 eV. Then

V₄ = (U/48)φ⁴ − (b/24)Y⁴ − (W/4)φ²Y².

Here ⟨Y²⟩ = k_BT/b. Since φ = −G(1 + γ)s_x, ⟨φ²⟩ = p k_BT with

p = G²(1 + γ)²/[K − k_x(1 + γ)²] = 0.445 eV⁻¹.

The plane integral changes by

k_BT[1/(8b) − Up²/16 + Wp/(4b)] = (0.278 − 0.006 + 0.025) k_BT/eV = 0.30 k_BT/eV.

The rate is the plane integral over the basin integral, so its relative change is (0.30 − 0.60)k_BT/eV = −0.30 k_BT/eV. At 25 K this is −0.07 %, as found by integrating the full flux expression. At 300 K that integration gives −0.9 % and at 600 K −2.1 %, both relative to the Vineyard rate. The basin is softer than its parabola by more than the saddle plane is, and the rate falls slightly below the harmonic value.

These small numbers belong to this potential. The Gaussian integrals can lose accuracy if a mode is so flat that thermal motion leaves the quadratic region, or if a second saddle is separated from the first, along the dividing plane, by a rise of only a few k_BT.

### Quantum levels

A classical oscillator has the partition function k_BT/(hν). With z = hν/k_BT, the ratio of the quantum partition function to the classical one is

r(z) = z Σ_(n=0)^∞ e^(−z(n+1/2)) = (z/2)/sinh(z/2) ≈ 1 − z²/24.

The sum is a geometric series, and the last form uses sinh w ≈ w + w³/6. Replacing classical by quantum counting in the real modes multiplies the rate by

∏_j r(z_j^sad)/∏_i r(z_i^min) ≈ 1 + (h/k_BT)²[Σ_i(ν_i^min)² − Σ_j(ν_j^sad)²]/24.

At 300 K the largest z at the minimum is 0.60, for which r is about 0.985; the largest z among the real modes at the saddle is 0.73. The sums of squares are 35.59 THz² and 32.04 THz², and they nearly cancel. The factor is 1.004. Tunnelling is not included, so this figure is not an estimate of the full quantum correction. The expansion itself requires z to be small, and the classical formula loses accuracy once hν is no longer small compared with k_BT.

### Hop rate and diffusion coefficient

At 300 K, k_BT = 0.025852 eV and e^(−ΔE/k_BT) = 3.98 × 10⁻⁹. The rate in one direction is

k = 2.112 × 10¹² s⁻¹ × 3.98 × 10⁻⁹ = 8.4 × 10³ s⁻¹.

The square lattice offers four equivalent exits, so the total hop rate is 4k = 3.4 × 10⁴ s⁻¹. If successive hops are independent, join nearest neighbours and take the four directions with equal probability, the cross terms in the squared displacement average to zero and each hop adds a². Hence

⟨r²⟩ = 4ka²t, D_diff = ⟨r²⟩/(4t) = ka².

With a = 2.5 × 10⁻⁸ cm, D_diff = 5.3 × 10⁻¹² cm²/s. Using the same k for every hop assumes that the adatom comes to equilibrium in each site before it leaves. The four modes of the model cannot guarantee this by themselves; the rest of the crystal is assumed to take up and supply the energy. If the adatom runs on over several sites, or turns back before it has lost its excess energy, ka² no longer applies.

### Implementation

1. Relax the minimum and the saddle with the same set of moving atoms. Both Hessians then have dimension N and the products match.

2. Symmetrize each Hessian, divide element ij by √(m_im_j) and diagonalize. Require N positive eigenvalues at the minimum and one negative eigenvalue at the saddle. An extra negative eigenvalue means that the point is not the required saddle or that the Hessian is too inaccurate.

3. Convert an eigenvalue λ in eV/(Å² u) to SI units before taking ν = √λ/(2π). The factor 2π belongs here and nowhere else.

4. For many atoms, add logarithms to avoid numerical overflow:

ln ν* = Σ_i ln ν_i^min − Σ_j ln ν_j^sad,

with all frequencies in the same unit.

5. Compare the result with the determinant form. This detects a frequency lost from one of the products or an imaginary frequency left in it. It does not detect a coordinate that is missing from both Hessians.

Since ln ν = ½ ln λ + constant, small eigenvalue errors δλ change the prefactor by

δν*/ν* = ½ Σ_i δλ_i^min/λ_i^min − ½ Σ_j δλ_j^sad/λ_j^sad.

The softest modes therefore need the most care, because a given absolute error is largest there in relative terms. The barrier also needs care, because it enters the rate exponentially. An error of 0.01 eV in ΔE changes the rate at 300 K by a factor e^(0.01/0.02585) ≈ 1.5, which exceeds every correction to the prefactor found in this example. The main values are listed in the numerical output below.

Table of computed values

```
Lattice constant a = 2.5 angstrom
Corrugation U = 0.5 eV, cross term W = 0.1 eV
Patch spring K = 4.0 eV/angstrom^2
Adatom mass m = 60 u, patch mass M = 120 u
Barrier = 0.5000 eV
Stiffness along hop, size at both points = 1.5791 eV/angstrom^2
Transverse stiffness, minimum = 1.5791 eV/angstrom^2
Transverse stiffness, saddle = 2.8424 eV/angstrom^2
Minimum frequency 1 = 1.9298 THz
Minimum frequency 2 = 1.9298 THz
Minimum frequency 3 = 3.7511 THz
Minimum frequency 4 = 3.7511 THz
Real saddle frequency 1 = 2.1179 THz
Real saddle frequency 2 = 2.5548 THz
Real saddle frequency 3 = 4.5857 THz
Unstable frequency, absolute value = 2.8335 THz
Product of minimum frequencies = 52.4022 THz^4
Product of real saddle freq. = 24.8121 THz^3
Square root of determinant ratio = 0.7454
Vineyard prefactor = 2.1120 THz
Prefactor with frozen patch = 1.8904 THz
Moving/frozen patch prefactor ratio = 1.1172
Best plane tilt gamma = -0.4964
Full flux rate / Vineyard rate at 25 K = 0.99934
Full flux rate / Vineyard rate at 50 K = 0.99867
Full flux rate / Vineyard rate at 100 K = 0.99727
Full flux rate / Vineyard rate at 200 K = 0.99431
Full flux rate / Vineyard rate at 300 K = 0.99108
Full flux rate / Vineyard rate at 600 K = 0.97929
Anharmonic deviation ratio, 50 K to 25 K = 2.023
Harmonic overestimate, plane x = a/2: 1.1506
Harmonic overestimate, plane x-sx = a/2: 1.0962
Trajectory temperature = 11.60 K
Reacting flux fraction, best plane = 1.000
Reacting flux fraction, plane x = a/2: 0.871
Reacting flux fraction, plane x-sx = a/2: 0.913
Temperature for rate = 300 K, kT = 0.025852 eV
Largest h*nu/kT at 300 K = 0.6001
Quantum level factor at 300 K, no tunnelling = 1.0038
Its leading-order estimate = 1.0038
Boltzmann factor at 300 K = 3.9845e-09
Hop rate per direction at 300 K = 8.4150e+03 1/s
Total hop rate, four directions = 3.3660e+04 1/s
Diffusion coefficient at 300 K = 5.2594e-12 cm^2/s
Master equation: <r^2>/(a^2 k t) = 4.00000
```
